\section*{Time Reversal, Kramers Pairs and the Permanent Electric Dipole Moment}

\section{A decision before the calculation}

Suppose the levels of an atom with an odd number of electrons are to be computed in an electric field. Must every level be computed, or does one member of each pair suffice? If the output shows a splitting linear in a weak field, is that physics or an error? And if the aim is a permanent electric dipole moment, which terms must the Hamiltonian contain before a larger basis is worth its cost?

Time reversal $T$ and parity $P$ settle these questions. With an odd number of fermions, $T^2=-1$, and every level in a static electric field has even degeneracy, provided the rest of the Hamiltonian conserves $T$. An isolated level with angular momentum $J>0$ can have a permanent dipole only if its Hamiltonian violates both $P$ and $T$. ``Isolated'' means that the level has its $2J+1$ rotational states and no further degeneracy. ``Permanent'' means present at zero field, as opposed to induced by it.

Hartree atomic units are used, with $\hbar=1$ and electron charge $-1$. The dipole operator is $\mathbf d=-\sum_n\mathbf r_n$, with the origin at the fixed nucleus, and a uniform field $\boldsymbol{\mathcal E}$ adds $-\mathbf d\cdot\boldsymbol{\mathcal E}$ to the energy. Nuclei are fixed charges.

\section{Two facts that both derivations use}

\subsection{The square of time reversal}

Time reversal keeps positions and reverses momenta and spins. Since it must preserve $[x,p_x]=i$ while reversing $p_x$, it must turn $i$ into $-i$. It is therefore antiunitary:
\begin{equation}
\langle Ta|Tb\rangle=\langle a|b\rangle^*=\langle b|a\rangle .
\label{anti}
\end{equation}
For one electron take $T=e^{-i\pi S_y}K$, where $K$ is complex conjugation in the position and $S_z$ basis. Because $\sigma_y^2=1$,
\begin{equation}
e^{-i\pi\sigma_y/2}=\cos\tfrac{\pi}{2}-i\sigma_y\sin\tfrac{\pi}{2}=-i\sigma_y .
\end{equation}
This matrix is real, so $K$ passes through it and
\begin{equation}
T^2=(-i\sigma_y)K(-i\sigma_y)K=(-i\sigma_y)^2=-1 .
\end{equation}
With $N$ electrons there is one such factor for each spin, so $T^2=(-1)^N$. A phase $\eta$ in the definition of $T$ has no effect: $(\eta T)^2=\eta\eta^*T^2=T^2$.

In quantum electrodynamics pairs can be created, and the count must be made on fields. Write $\alpha_i=\sigma_x\otimes\sigma_i$, $\beta=\sigma_z\otimes1$, and let
\begin{equation}
T\psi T^{-1}=W\psi,\quad W=1\otimes i\sigma_y,\quad
T\mathbf A T^{-1}=-\mathbf A .
\end{equation}
From $\sigma_y\sigma_i^*\sigma_y=-\sigma_i$ one finds $W^\dagger\alpha_i^*W=-\alpha_i$, while $W^\dagger\beta^*W=\beta$. The electron part of the Hamiltonian,
\begin{equation}
\int\psi^\dagger\left[c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)
+\beta c^2+V(\mathbf r)\right]\psi\,d^3r ,
\end{equation}
is then invariant. Conjugation reverses $\mathbf p=-i\nabla$, the quantum field $\mathbf A$ reverses, and so does $\boldsymbol\alpha$; the signs cancel. The density $\psi^\dagger\psi$ is unchanged, and so is the Coulomb energy built from it. The photon energy is quadratic in the electric and magnetic fields and does not change either.

Now apply $T$ twice. The matrix $W$ is conjugated when $T$ passes it:
\begin{equation}
T^2\psi T^{-2}=T(W\psi)T^{-1}=W^*W\psi=-\psi,\qquad
T^2\mathbf A T^{-2}=\mathbf A .
\end{equation}
The photon's electric field is also restored. On the vacuum $T|0\rangle=\eta|0\rangle$, which gives $T^2|0\rangle=\eta^*\eta|0\rangle=|0\rangle$. Each fermion field acting on the vacuum contributes one minus sign and changes the number $F$ of electrons plus positrons by one. Hence
\begin{equation}
T^2=(-1)^F .
\label{square}
\end{equation}
Photons do not alter the sign, and a created pair changes $F$ by two.

\subsection{The dipole inside a level}

Let the field-free $H$ be rotationally invariant, and restrict $\mathbf d$ to one isolated level with states $|m\rangle$. As $\mathbf d$ is a vector, $[J_i,d_j]=i\epsilon_{ijk}d_k$. With $d_+=d_x+id_y$ and $J_\pm=J_x\pm iJ_y$, this gives
\begin{equation}
[J_z,d_+]=d_+,\qquad [J_+,d_+]=0,\qquad [J_-,d_+]=-2d_z .
\end{equation}
These relations survive the restriction, because $\mathbf J$ does not lead out of the level. The first says that $d_+$ raises $m$ by one. Call its elements $a_m=\langle m+1|d_+|m\rangle$, and let $c_m=\langle m+1|J_+|m\rangle$. The second relation, taken between $m$ and $m+2$, reads
\begin{equation}
c_{m+1}a_m=a_{m+1}c_m\quad\Longrightarrow\quad
\frac{a_{m+1}}{c_{m+1}}=\frac{a_m}{c_m}=g .
\end{equation}
Thus $d_+=gJ_+$. The third relation and $[J_-,J_+]=-2J_z$ give $d_z=-\tfrac12g[J_-,J_+]=gJ_z$. Since $d_z$ is Hermitian, $g$ is real. Writing $g=d/J$, where $d$ is the mean of $d_z$ at $m=J$, we have
\begin{equation}
d_i=\frac dJ\,J_i\qquad\text{inside the level.}
\label{project}
\end{equation}

\section{First derivation: energies in a field}

\subsection{Kramers degeneracy}

A static electric field of any shape enters through a real function $V(\mathbf r)$, which $T$ leaves alone. If the rest of $H$ conserves $T$, as the Hamiltonian above does, then $HT=TH$, and $H\psi=\varepsilon\psi$ implies $HT\psi=\varepsilon T\psi$, since $\varepsilon$ is real. To see whether $T\psi$ is a new state, set $a=\psi$ and $b=T\psi$ in (\ref{anti}):
\begin{equation}
\langle T\psi|T^2\psi\rangle=\langle T\psi|\psi\rangle .
\end{equation}
For odd $F$ the left side is $-\langle T\psi|\psi\rangle$. The overlap equals its own negative and vanishes, so $\psi$ and $T\psi$ are orthogonal.

The rest of the level also falls into pairs. Let $\phi$ be orthogonal to both $\psi$ and $T\psi$. Then
\begin{align}
\langle T\psi|T\phi\rangle&=\langle\psi|\phi\rangle^*=0,\\
\langle\psi|T\phi\rangle&=-\langle T(T\psi)|T\phi\rangle
=-\langle T\psi|\phi\rangle^*=0 ,
\end{align}
where the second line uses $\psi=-T^2\psi$. The pair $\phi,T\phi$ is thus orthogonal to the first, and the argument repeats until the finite level is exhausted. Its degeneracy is even.

A prescribed magnetic field is different. Its classical $\mathbf A$ is a real function that $T$ does not reverse, so $\mathbf p+\mathbf A$ becomes $-(\mathbf p-\mathbf A)$ and $H$ is not invariant. The pairs may then split.

\subsection{No linear splitting, hence no dipole}

Put a weak field along $z$. A field uniform through all space would eventually pull an electron away, so let it be uniform over the atom and cut off symmetrically far outside, where the wave function is negligible. A weak enough field then leaves the level bound. By (\ref{project}) the first-order energies are
\begin{equation}
\varepsilon_m(\mathcal E)=\varepsilon_0-\frac{d\,m}{J}\,\mathcal E+O(\mathcal E^2).
\label{stark}
\end{equation}
Suppose that $H$ conserves $T$ and that $F$ is odd, so $J$ is half-integer. If $d\neq0$, the $2J+1$ energies are all different at small $\mathcal E$, where the quadratic terms are too small to close the gaps. Every level would be single, which contradicts the even degeneracy. Therefore $d=0$.

Suppose instead that $H$ conserves $P$. Parity reverses $\mathbf d$ and keeps $J_z$. It turns the problem with field $\mathcal E$ into the one with $-\mathcal E$ at the same $m$:
\begin{equation}
\varepsilon_m(\mathcal E)=\varepsilon_m(-\mathcal E).
\end{equation}
The linear term of (\ref{stark}) is odd in $\mathcal E$ and must vanish for each $m$. Taking $m=J$ gives $d=0$.

Either symmetry alone removes the dipole, so a nonzero $d$ requires both to be violated.

\section{Second derivation: operators at zero field}

No field is applied here. If $H$ conserves $P$, then $P$ maps the isolated level onto itself, and both sides of (\ref{project}) may be transformed. The dipole is odd, while $\mathbf J$, like $\mathbf r\times\mathbf p$, is even:
\begin{equation}
-d_i=\frac dJ J_i=d_i\quad\Longrightarrow\quad d_i=0 .
\end{equation}
If $H$ conserves $T$, the level is again mapped onto itself. Now the dipole is even and $\mathbf J$ is odd. The real number $d/J$ is not changed by conjugation, and
\begin{equation}
d_i=-\frac dJ J_i=-d_i\quad\Longrightarrow\quad d_i=0 .
\end{equation}
The conclusion is the same: $d\neq0$ requires violation of $P$ and violation of $T$. Physically, the angular momentum is the one direction the level offers. A dipole tied to it would point the other way relative to $\mathbf J$ in the mirrored or time-reversed atom. Violation of both symmetries permits a dipole but does not fix its size.

\section{What each derivation assumes}

Both need rotational invariance at zero field and an isolated level. Without isolation, $P$ or $T$ may carry a state into a different multiplet of the same energy, and (\ref{project}) no longer describes the whole level.

The time-reversal part of the first derivation needs $T^2=-1$, hence odd $F$, and a field weak enough for (\ref{stark}). Its Kramers step says nothing for even $F$, where $T^2=+1$ and single levels are allowed. (In a uniform field $T$ still carries $m$ to $-m$, so $\varepsilon_m=\varepsilon_{-m}$ for any $F$, and with (\ref{stark}) this again gives $d=0$.) In return, its Kramers step requires no spatial symmetry and holds in strong, irregular fields, provided bound levels exist.

The second derivation does not use the sign of $T^2$. It covers integer and half-integer $J$ alike, but gives no degeneracy once a field has destroyed rotational symmetry.

When Kramers' theorem is applied, $F$ must include every fermion treated dynamically. One electron spin coupled to a nuclear spin $\tfrac12$ by $\mathbf S\cdot\mathbf I$ is a system of two fermions. Its energies, in units of the coupling, are $-0.75$ once and $0.25$ three times. The single lowest level does not contradict Kramers' theorem.

\section{A model atom in an irregular field}

The model has one $s$ and one $p$ shell, at 0 and 0.3 hartree, with spin--orbit term $\xi\,\mathbf L\cdot\mathbf S$ and $\xi=0.02$ hartree. A rotationally invariant pair interaction acts between the electrons. A uniform field with components $(0.03,0.02,0.05)$ and a field gradient in the $p$ shell leave no evident spatial symmetry. The parameters are round numbers and represent no particular element. All electron numbers fit in a space of 256 states.

For three electrons the lowest energies are 1.005551, 1.064852 and 1.112697 hartree, each found twice. Over all odd numbers the largest splitting within a pair is about $7\times10^{-15}$ hartree, which is rounding. For two electrons the lowest energies are 0.250151, 0.433604, 0.434287 and 0.435048 hartree, each found once. The closest approach of two levels for $N=2$, 4 or 6 is $4.5\times10^{-6}$ hartree, small but far above rounding.

A magnetic field of $10^{-3}$ atomic units splits the three-electron ground pair by $7.02\times10^{-4}$ hartree. Halving the field halves the splitting, with a ratio of 2.00003. This follows from (\ref{anti}): a Hermitian operator odd under $T$ has opposite mean values in $\psi$ and $T\psi$, so it acts on the pair with eigenvalues $\pm\lambda$, proportional to the field.

The one-electron Dirac Hamiltonian, without photons or pair creation, was tested in a periodic potential of six cosine waves with unrelated phases, using 27 plane waves at zero crystal momentum. There $T$ maps the set of waves onto itself. At a general crystal momentum $\mathbf k$ it leads to $-\mathbf k$, so $T$ alone guarantees a partner there, not at the same $\mathbf k$. If the potential also has an inversion centre, $PT$ leaves $\mathbf k$ unchanged and pairs the levels at the same $\mathbf k$. At zero crystal momentum the positive-energy levels pair to within $2\times10^{-11}$ hartree, while the second pair lies 0.479 hartree above the first. A prescribed vector potential of amplitude 0.2 splits the lowest pair by 0.0486 hartree. These two values belong to the 27-wave basis and are not converged: with 125 waves they become 0.466 and 0.0501 hartree. The pairing itself does not depend on the size of a basis that $T$ maps onto itself.

\section{A dipole made by hand}

\subsection{One term that breaks both symmetries}

Take one electron in the same shells, with $D=\langle s|z|p_z\rangle=1$ bohr, and add
\begin{equation}
\eta\sum_i\sigma_i\left(|s\rangle\langle p_i|+|p_i\rangle\langle s|\right),
\qquad \eta=10^{-4}\ \text{hartree}.
\end{equation}
This is a scalar under rotations. It is odd under $P$ because it joins $s$ to $p$, and odd under $T$ because the spin reverses while the real orbital factor does not.

Acting on $|s\rangle\chi$, with $\chi$ a spin state, it gives $\eta\sum_i|p_i\rangle\sigma_i\chi$. A scalar keeps $J=\tfrac12$, so this state belongs to $p_{1/2}$. There $\mathbf L\cdot\mathbf S=\tfrac12(\tfrac34-2-\tfrac34)=-1$, and the gap above $s_{1/2}$ is $\Delta=0.3-0.02=0.28$ hartree. First-order perturbation theory gives
\begin{equation}
|\psi\rangle=|s\rangle\chi-\frac{\eta}{\Delta}\sum_i|p_i\rangle\sigma_i\chi .
\end{equation}
For spin up only $i=3$ contributes to the mean of $z$, twice because of the two cross terms:
\begin{equation}
\langle z\rangle=-\frac{2D\eta}{\Delta},\qquad
d=-\langle z\rangle=\frac{2D\eta}{\Delta}
=\frac{2\times10^{-4}}{0.28}=7.143\times10^{-4}\ e\,\text{bohr}.
\end{equation}
Diagonalization agrees to better than one part in $10^6$. The dipole equals $3.78\times10^{-12}\ e\,$cm; its size reflects the chosen $\eta$.

In a field $\mathcal E=10^{-3}$ the two states move by $\mp d\mathcal E$. The predicted splitting is $2d\mathcal E=1.429\times10^{-6}$ hartree, and diagonalization gives the same to these digits, or 9.40 GHz.

The induced dipole must be kept apart from this. For $p_{3/2}$, $\mathbf L\cdot\mathbf S=\tfrac12$ and the gap is $\Delta'=0.31$ hartree. With $\chi$ up or down along $z$, the state $|p_z\rangle\chi$ has weight $\tfrac13$ in $p_{1/2}$, as its overlap with the normalized state $3^{-1/2}\sum_i|p_i\rangle\sigma_i\chi$ has magnitude $3^{-1/2}$, and weight $\tfrac23$ in $p_{3/2}$. Second-order theory gives
\begin{equation}
\delta\varepsilon=-D^2\mathcal E^2\left(\frac{1}{3\Delta}+\frac{2}{3\Delta'}\right)
=-3.34\times10^{-6}\ \text{hartree}.
\end{equation}
This exceeds the splitting, but it is common to both states and needs no symmetry violation.

\subsection{Symmetries broken singly and separately}

Replace the orbital factor by $i(|s\rangle\langle p_i|-|p_i\rangle\langle s|)$. Conjugation now supplies a second sign, so the term breaks $P$ and conserves $T$. The $p$ amplitude becomes $+i\eta/\Delta$, the cross terms cancel, and the computed dipole is zero to rounding.

To break $T$ alone, add a second shell $s'$ at $\Delta_{s'}=0.4$ hartree, with $D'=\langle s'|z|p_z\rangle=0.5$ bohr, and the term $i\eta(|s\rangle\langle s'|-|s'\rangle\langle s|)$. The dipole is again zero. With both terms present, the $s'$ amplitude is $+i\eta/\Delta_{s'}$, and two imaginary amplitudes have a real product:
\begin{equation}
d=-2D'\,\frac{\eta}{\Delta_{s'}}\,\frac{\eta}{\Delta}
=-\frac{2(0.5)10^{-8}}{(0.4)(0.28)}=-8.93\times10^{-8}\ e\,\text{bohr}.
\end{equation}
There is no other contribution at this order, since neither term joins $s'$ to $p$. Diagonalization confirms the value. The theorem therefore concerns the whole Hamiltonian: the two violations may sit in different terms.

For integer $J$, the $J=1$ levels of two electrons were examined. The largest $|\langle z\rangle|$ is $2\times10^{-15}$ bohr when $P$ alone is broken and $3.77\times10^{-4}$ bohr when one term breaks both. Time reversal thus forbids the dipole here too, where Kramers' theorem is silent.

\subsection{When the level is not isolated}

Now conserve both symmetries and let $p_{1/2}$ lie a small distance $\delta$ above $s_{1/2}$. Neglecting more distant levels, the field couples the two states of given $m$ by an element of magnitude $w=D\mathcal E/\sqrt3$, and
\begin{equation}
\varepsilon_\pm=\frac\delta2\pm\sqrt{\frac{\delta^2}{4}+w^2}.
\end{equation}
For $w\ll\delta$ the lower energy is $-w^2/\delta$, quadratic in the field: an induced dipole. For $w\gg\delta$ the energies approach $\delta/2\pm w$, linear in the field. With $\delta=0$ and $\mathcal E=10^{-4}$, the predicted $w$ is $5.7735\times10^{-5}$ hartree, and diagonalization gives the same value for half the separation of the two pairs. The more distant $p_{3/2}$ level also lowers both pairs slightly, by an amount quadratic in the field.

This linear effect violates neither $P$ nor $T$. Parity exchanges the two signs of the mixture, and both energies occur for each $m$. Each remains a Kramers pair, as the theorem for odd $F$ demands. For a free atom, a linear shift is therefore evidence of symmetry violation only after a nearby level of opposite parity has been excluded. An atom held in surroundings without an inversion centre is not rotationally invariant at zero field, and its pairs can shift linearly with $T$ intact and no nearby level. A splitting between $\psi$ and $T\psi$ in a purely electric field is evidence that $T$ is broken. This does not apply to two band states at the same general $\mathbf k$, which are paired by $PT$: an electric field removes the inversion centre and can split them linearly while $T$ holds, as in the Rashba effect.

\section*{Computed results}
\begin{verbatim}
s, p, s2 energies: 0.0, 0.3, 0.4 hartree
spin-orbit xi: 0.02 hartree
lengths D, D2: 1.0, 0.5 bohr
pair strengths g0, g1, g2: 0.3, 0.1, 0.1 hartree
uniform field Ex,Ey,Ez: 0.03 0.02 0.05 a.u.
p-shell gradient energies, rows x,y,z (hartree):
   0.03 0.01 0.02
   0.01 -0.05 0.015
   0.02 0.015 0.02
Fock dimension: 256
max error of T^2=(-1)^N: 6.1e-16
|<psi|T psi>| N=3: 3.9e-17; N=2: 0.1268
N=3 lowest six levels (hartree):
   1.005551 1.005551 1.064852 1.064852 1.112697 1.112697
N=2 lowest four levels (hartree):
   0.250151 0.433604 0.434287 0.435048
N=1 largest pair splitting: 2.8e-16 hartree
N=3 largest pair splitting: 2.4e-15 hartree
N=5 largest pair splitting: 7.1e-15 hartree
N=7 largest pair splitting: 3.6e-15 hartree
N=2 smallest level gap: 3.001e-04 hartree
N=4 smallest level gap: 4.509e-06 hartree
N=6 smallest level gap: 1.558e-04 hartree
magnetic field B: 0.001 a.u.
N=3 ground splitting in B: 7.018435e-04 hartree
splitting ratio B to B/2: 2.00003
hyperfine levels / coupling: -0.75 0.25 0.25 0.25
Dirac box: 27 waves, side 6.2832 bohr
Dirac largest pair splitting: 2.0e-11 hartree
Dirac gap to second pair: 0.47865 hartree
Dirac vector-potential amplitude: 0.2 a.u.
Dirac magnetic ground splitting: 0.04856 hartree
symmetry-breaking eta: 1.0e-04 hartree
gap s1/2 to p1/2: 0.280 hartree
gap s1/2 to p3/2: 0.310 hartree
d, P and T conserved: -0.0e+00 e bohr
d, only P broken: -1.8e-18 e bohr
d, only T broken: -0.0e+00 e bohr
d, one term breaks both: 7.142852e-04 e bohr
  first-order formula: 7.142857e-04 e bohr
  converted: 3.7798e-12 e cm
d, separate P and T terms: -8.92856e-08 e bohr
  second-order formula: -8.92857e-08 e bohr
Stark field: 0.001 a.u.
Stark splitting, both broken: 1.42854e-06 hartree
  converted: 9.3993 GHz
Stark splitting, only P broken: 1.4e-17 hartree
polarizability: 6.68203 a.u.
common quadratic shift: -3.34098e-06 hartree
J=1 max |<z>|, only P broken: 2.1e-15 bohr
J=1 max |<z>|, both broken: 3.7723e-04 bohr
degenerate case field: 1.0e-04 a.u.
degenerate linear shift: 5.77349e-05 hartree
  D*E/sqrt(3): 5.77350e-05 hartree
\end{verbatim}
